# Why Gummel iteration slows under strong trap response and current: verification in Python

```python
"""Why Gummel iteration slows: spectral radius of its linearized map.

Result under test. For a unipolar film the error of the quasi-Fermi potential
phi is multiplied in each Gummel sweep by G = B P, where
  P = (-a d2/dx2 + c)^-1 c      response of the nonlinear Poisson solve,
  B = (K + j D)^-1 j D          response of the continuity solve,
  K = -d/dx (n d/dx), D = d/dx, j = n dphi/dx (constant),
  c = n + N_t f (1 - f)         free plus trapped charge response.
For dominant charge response the leading eigenvalues tend to
1/(1 +- 2 pi i/V), with V the quasi-Fermi drop in units of kT/q.
Symbols: psi electrostatic potential, phi quasi-Fermi potential (both in kT/q),
n free density, N_t trap density, f = n/(n + n_1) trap occupation,
a = eps kT/q^2. Lengths are in nm and densities in cm^-3.
"""
import numpy as np
from scipy.constants import epsilon_0, k as k_boltzmann, e as charge_e
from scipy.linalg import solve_banded

TEMPERATURE = 300.0
EPS_REL = 10.0
LENGTH = 200.0
CELLS = 200
N_REF = 1e15
N_HALF = 1e15          # free density at which the trap level is half full
V_THERMAL = k_boltzmann * TEMPERATURE / charge_e
# conversion of 1/m to cm^-3 nm^2 is 1e-6 * 1e18
A_POISSON = EPS_REL * epsilon_0 * V_THERMAL / charge_e * 1e12

x = np.linspace(0.0, LENGTH, CELLS + 1)
h = x[1] - x[0]


def occupation(n):
    return n / (n + N_HALF)


def make_device(n_neutral, trap_density):
    """Donors balance free and trapped electrons at the neutral density."""
    donors = n_neutral + trap_density * occupation(n_neutral)
    return n_neutral, donors, trap_density


def tridiagonal_solve(lower, diagonal, upper, rhs):
    """lower[i] multiplies unknown i-1 and upper[i] unknown i+1 in row i."""
    bands = np.zeros((3, len(diagonal)))
    bands[0, 1:] = upper[:-1]
    bands[1] = diagonal
    bands[2, :-1] = lower[1:]
    return solve_banded((1, 1), bands, rhs)


def bernoulli(t):
    small = np.abs(t) < 1e-8
    safe = np.where(small, 1.0, t)
    return np.where(small, 1.0 - t / 2, safe / np.expm1(safe))


def gummel_sweep(phi, psi, device):
    """Nonlinear Poisson at fixed phi, then continuity at fixed psi."""
    _, donors, traps = device
    psi = psi.copy()
    off = np.full(CELLS - 1, -A_POISSON / h**2)
    for _ in range(300):
        n = N_REF * np.exp(psi - phi)
        f = occupation(n)
        residual = (A_POISSON * (psi[:-2] - 2 * psi[1:-1] + psi[2:]) / h**2
                    - (n + traps * f - donors)[1:-1])
        slope = (n + traps * f * (1 - f))[1:-1]
        step = tridiagonal_solve(off, slope + 2 * A_POISSON / h**2, off,
                                 residual)
        psi[1:-1] += np.clip(step, -1.0, 1.0)
        if np.max(np.abs(step)) < 1e-8:
            break
    else:
        raise RuntimeError("Poisson solve did not converge")
    # Scharfetter-Gummel flux: B(d) n_right - B(-d) n_left
    d = np.diff(psi)
    b_plus, b_minus = bernoulli(d), bernoulli(-d)
    n_left = N_REF * np.exp(psi[0] - phi[0])
    n_right = N_REF * np.exp(psi[-1] - phi[-1])
    rhs = np.zeros(CELLS - 1)
    rhs[0] = b_minus[0] * n_left
    rhs[-1] = b_plus[-1] * n_right
    inner = tridiagonal_solve(-b_minus[:-1], b_plus[:-1] + b_minus[1:],
                              -b_plus[1:], rhs)
    phi_new = phi.copy()
    phi_new[1:-1] = psi[1:-1] - np.log(inner / N_REF)
    return phi_new, psi


def run_gummel(device, bias):
    """Iterate to convergence; return phi, psi, updates and sweep count."""
    phi = bias * x / LENGTH
    psi = phi + np.log(device[0] / N_REF)
    updates, count = [], None
    for sweep in range(1, 4001):
        phi_new, psi = gummel_sweep(phi, psi, device)
        updates.append(phi_new - phi)
        phi = phi_new
        size = np.max(np.abs(updates[-1]))
        if count is None and size < 1e-8:
            count = sweep
        if size < 1e-9:
            return phi, psi, updates, count
    raise RuntimeError("Gummel iteration did not converge")


def leading_eigenvalue(matrix):
    values = np.linalg.eigvals(matrix)
    return values[np.argmax(np.abs(values))]


def sweep_eigenvalue(device, phi, psi):
    """Leading eigenvalue of the numerically differentiated real sweep."""
    delta = 1e-3
    jacobian = np.zeros((CELLS - 1, CELLS - 1))
    for i in range(1, CELLS):
        shifted = phi.copy()
        shifted[i] += delta
        up, _ = gummel_sweep(shifted, psi, device)
        shifted[i] -= 2 * delta
        down, _ = gummel_sweep(shifted, psi, device)
        jacobian[:, i - 1] = (up - down)[1:-1] / (2 * delta)
    return leading_eigenvalue(jacobian)


def operator_radius(device, phi, psi, bias):
    """Spectral radius of B P assembled from the derived operators."""
    n = N_REF * np.exp(psi - phi)
    f = occupation(n)
    c = np.diag((n + device[2] * f * (1 - f))[1:-1])
    n_mid = np.sqrt(n[1:] * n[:-1])
    current = bias / np.sum(h / n_mid)
    size = CELLS - 1
    ones = np.ones(size - 1)
    derivative = (np.diag(ones, 1) - np.diag(ones, -1)) / (2 * h)
    laplace = (2 * np.eye(size) - np.diag(ones, 1)
               - np.diag(ones, -1)) / h**2
    stiffness = (np.diag(n_mid[:-1] + n_mid[1:]) - np.diag(n_mid[1:-1], 1)
                 - np.diag(n_mid[1:-1], -1)) / h**2
    p = np.linalg.solve(A_POISSON * laplace + c, c)
    b = np.linalg.solve(stiffness + current * derivative,
                        current * derivative)
    return abs(leading_eigenvalue(b @ p))


def observed_radius(updates):
    """Contraction from three successive updates of a leading pair."""
    k = next(i for i, u in enumerate(updates) if np.max(np.abs(u)) < 1e-5)
    basis = np.column_stack([updates[k + 1], updates[k]])
    s, t = np.linalg.lstsq(basis, updates[k + 2], rcond=None)[0]
    return np.max(np.abs(np.roots([1.0, -s, -t])))


def strong_limit(bias):
    return bias / np.hypot(bias, 2 * np.pi)


def radius_of(device, bias):
    phi, psi, _, _ = run_gummel(device, bias)
    return abs(sweep_eigenvalue(device, phi, psi))


contact_width = 20.0
film = 1e15 + 9e15 * (np.exp(-(x / contact_width)**2)
                      + np.exp(-((LENGTH - x) / contact_width)**2))
graded = 1e16 * 10.0**(-x / LENGTH)
uniform = np.full_like(x, 1e15)

print(f"temperature {TEMPERATURE:.0f} K, kT/q = {1e3 * V_THERMAL:.3f} mV")
print(f"film length {LENGTH:.0f} nm, cells {CELLS}, "
      f"relative permittivity {EPS_REL:.0f}")
print(f"free density at zero-bias neutrality: body {film[CELLS // 2]:.2e}, "
      f"contact {film[0]:.2e} cm^-3")
print(f"trap level half full at n = {N_HALF:.1e} cm^-3")
print(f"a = eps kT/q^2 = {A_POISSON:.4e} cm^-3 nm^2")

# Zero current: one sweep restores constant phi from a large disturbance.
trapped = make_device(film, 1e17)
bump = 2.0 * np.sin(np.pi * x / LENGTH) + np.sin(3 * np.pi * x / LENGTH)
after, _ = gummel_sweep(bump, np.log(film / N_REF), trapped)
assert np.max(np.abs(after)) < 1e-9
print(f"V = 0, N_t = 1e17 cm^-3: max |phi| before {np.max(np.abs(bump)):.3f} "
      f"kT/q, below 1e-9 kT/q after one sweep")

# Trap scan at fixed bias, with live and frozen trap charge.
BIAS = 10.0
print(f"trap scan at V = {BIAS:.0f} kT/q = {BIAS * V_THERMAL:.4f} V")
print("(n, c at mid-film in cm^-3; rho: real sweep, B P formula, frozen traps)")
live_radii = {}
for trap_density in (0.0, 1e16, 1e17, 1e18):
    device = make_device(film, trap_density)
    phi, psi, updates, count = run_gummel(device, BIAS)
    n = N_REF * np.exp(psi - phi)
    f = occupation(n)
    response = n + trap_density * f * (1 - f)
    live = abs(sweep_eigenvalue(device, phi, psi))
    formula = operator_radius(device, phi, psi, BIAS)
    frozen_device = (film, device[1] - trap_density * f, 0.0)
    frozen = abs(sweep_eigenvalue(frozen_device, phi, psi))
    assert abs(live - formula) < 0.01 * live
    if trap_density > 0:
        assert frozen < live
    live_radii[trap_density] = live
    mid = CELLS // 2
    print(f"N_t {trap_density:.0e} cm^-3: n {n[mid]:.3e}, "
          f"c {response[mid]:.3e}, rho {live:.4f}, {formula:.4f}, "
          f"{frozen:.4f}; sweeps to 1e-8: {count}")
assert live_radii[0.0] < live_radii[1e17] < live_radii[1e18]
print(f"strong-response limit at this bias: rho = {strong_limit(BIAS):.4f}")

# Bias scan at fixed trap density; contraction also read from the iteration.
print("bias scan at N_t = 1e17 cm^-3")
previous = 0.0
for bias in (1.0, 5.0, 10.0, 20.0):
    phi, psi, updates, count = run_gummel(trapped, bias)
    live = abs(sweep_eigenvalue(trapped, phi, psi))
    formula = operator_radius(trapped, phi, psi, bias)
    assert abs(live - formula) < 0.01 * live
    assert live > previous
    previous = live
    text = ""
    if bias >= 10:
        seen = observed_radius(updates)
        assert abs(seen - live) < 0.02 * live
        text = f", observed contraction {seen:.4f}"
    print(f"V {bias:.0f} kT/q ({bias * V_THERMAL:.4f} V): rho {live:.4f}, "
          f"strong limit {strong_limit(bias):.4f}, sweeps {count}, "
          f"per decade {np.log(10) / -np.log(live):.2f}{text}")

# Strong charge response: same eigenvalue for two different density profiles.
print("strong-response test, N_t = 1e20 cm^-3 (mathematical limit)")
for name, profile in (("contacted film", film), ("graded film", graded)):
    for bias in (4.0, 12.0):
        device = make_device(profile, 1e20)
        phi, psi, _, _ = run_gummel(device, bias)
        value = sweep_eigenvalue(device, phi, psi)
        value = complex(value.real, abs(value.imag))
        limit = 1 / (1 - 2j * np.pi / bias)
        assert abs(value - limit) < 0.01
        print(f"{name}, V {bias:.0f} kT/q: lambda {value:.4f}, "
              f"limit {limit:.4f}")

# Small current: radius proportional to bias.
low, high = radius_of(trapped, 0.1), radius_of(trapped, 0.2)
assert abs(high / low - 2) < 0.02
print(f"small bias, N_t = 1e17 cm^-3: rho(0.1) {low:.5f}, rho(0.2) "
      f"{high:.5f}, ratio {high / low:.4f}")

# Weak charge response: radius proportional to the response density.
low = radius_of(make_device(np.full_like(x, 1e14), 0.0), 5.0)
high = radius_of(make_device(np.full_like(x, 2e14), 0.0), 5.0)
assert abs(high / low - 2) < 0.04
print(f"uniform film, no traps, V = 5: rho(n=1e14) {low:.5f}, "
      f"rho(n=2e14) {high:.5f}, ratio {high / low:.4f}")

# Uniform film at small bias: the operating point is the same for all N_t.
print("uniform film, n = 1e15 cm^-3, V = 0.5 kT/q: rho/V against N_t")
previous = 0.0
for trap_density in (0.0, 1e15, 1e16, 1e17, 1e18):
    ratio = radius_of(make_device(uniform, trap_density), 0.5) / 0.5
    assert ratio > previous
    previous = ratio
    print(f"N_t {trap_density:.0e} cm^-3: rho/V {ratio:.5f}")
print(f"small-bias strong limit of rho/V: {1 / (2 * np.pi):.5f}")

print("all tests passed")
```

It prints:

```
temperature 300 K, kT/q = 25.852 mV
film length 200 nm, cells 200, relative permittivity 10
free density at zero-bias neutrality: body 1.00e+15, contact 1.00e+16 cm^-3
trap level half full at n = 1.0e+15 cm^-3
a = eps kT/q^2 = 1.4287e+19 cm^-3 nm^2
V = 0, N_t = 1e17 cm^-3: max |phi| before 2.152 kT/q, below 1e-9 kT/q after one sweep
trap scan at V = 10 kT/q = 0.2585 V
(n, c at mid-film in cm^-3; rho: real sweep, B P formula, frozen traps)
N_t 0e+00 cm^-3: n 5.017e+15, c 5.017e+15, rho 0.2979, 0.2979, 0.2979; sweeps to 1e-8: 16
N_t 1e+16 cm^-3: n 3.765e+15, c 5.423e+15, rho 0.3016, 0.3016, 0.2470; sweeps to 1e-8: 17
N_t 1e+17 cm^-3: n 1.332e+15, c 2.583e+16, rho 0.5231, 0.5231, 0.1135; sweeps to 1e-8: 30
N_t 1e+18 cm^-3: n 1.001e+15, c 2.510e+17, rho 0.7799, 0.7800, 0.0846; sweeps to 1e-8: 75
strong-response limit at this bias: rho = 0.8467
bias scan at N_t = 1e17 cm^-3
V 1 kT/q (0.0259 V): rho 0.0947, strong limit 0.1572, sweeps 9, per decade 0.98
V 5 kT/q (0.1293 V): rho 0.3781, strong limit 0.6227, sweeps 20, per decade 2.37
V 10 kT/q (0.2585 V): rho 0.5231, strong limit 0.8467, sweeps 30, per decade 3.55, observed contraction 0.5231
V 20 kT/q (0.5170 V): rho 0.6097, strong limit 0.9540, sweeps 40, per decade 4.65, observed contraction 0.6097
strong-response test, N_t = 1e20 cm^-3 (mathematical limit)
contacted film, V 4 kT/q: lambda 0.2881+0.4525j, limit 0.2884+0.4530j
contacted film, V 12 kT/q: lambda 0.7840+0.4105j, limit 0.7848+0.4109j
graded film, V 4 kT/q: lambda 0.2878+0.4524j, limit 0.2884+0.4530j
graded film, V 12 kT/q: lambda 0.7834+0.4106j, limit 0.7848+0.4109j
small bias, N_t = 1e17 cm^-3: rho(0.1) 0.00959, rho(0.2) 0.01917, ratio 1.9993
uniform film, no traps, V = 5: rho(n=1e14) 0.00761, rho(n=2e14) 0.01497, ratio 1.9668
uniform film, n = 1e15 cm^-3, V = 0.5 kT/q: rho/V against N_t
N_t 0e+00 cm^-3: rho/V 0.01677
N_t 1e+15 cm^-3: rho/V 0.02026
N_t 1e+16 cm^-3: rho/V 0.04407
N_t 1e+17 cm^-3: rho/V 0.11118
N_t 1e+18 cm^-3: rho/V 0.15081
small-bias strong limit of rho/V: 0.15915
all tests passed
```
